Hartmann number of a silicon melt and what it says about convection

**Question**

I am working on an exercise about crystal growth from a silicon melt in a vertical magnetic field. The data are: electrical conductivity 1.2×10⁶ S/m, viscosity 8×10⁻⁴ Pa s, field 0.1 T, length 0.1 m. I have to calculate the Hartmann number.

I know that it compares magnetic and viscous forces, but I can't see where the square root comes from or which length is meant. I also don't know how to read the answer. Does it give the factor by which the field slows the convection? And if it is large, may I assume that the dopant moves through the melt by diffusion alone?

**Answer**

**The magnetic force**

Let the field point up, B = B ẑ, and let the melt move horizontally, v = u x̂. Ohm's law in a moving conductor is

j = σ(E + v×B).

Since x̂×ẑ = −ŷ, the motion contributes −uB along y. With an electric field E along y, the current density is

j_y = σ(E − uB).

The force per volume is j×B, and ŷ×ẑ = +x̂, so

f_x = j_y B = σB(E − uB).

If E = 0, this is f_x = −σB²u, a brake proportional to the speed. Flow along the field has v×B = 0 and is not braked directly.

E = 0 is the right choice for radial flow in an axisymmetric crucible. The current then runs in horizontal rings around the axis. In a steady state the line integral of E around a ring is zero, and by symmetry E has the same azimuthal component everywhere on the ring, so that component vanishes. The current closes on itself without needing the walls.

**The number**

If the velocity changes by about u over a length L, the viscous force per volume is about μu/L². The ratio of the two forces is

(σB²u)/(μu/L²) = σB²L²/μ.

The speed cancels. This ratio is the square of the Hartmann number, hence the root:

Ha = B L √(σ/μ).

Now insert the data:

σ/μ = (1.2×10⁶ S/m)/(8×10⁻⁴ Pa s) = 1.5×10⁹ T⁻² m⁻²

√(σ/μ) = 3.873×10⁴ T⁻¹ m⁻¹

BL = 0.1 T × 0.1 m = 0.01 T m

Ha = 0.01 × 3.873×10⁴ ≈ 387.

To two figures this is 390. The unit of σ/μ follows from S/m = A² s³ kg⁻¹ m⁻³ and Pa s = kg m⁻¹ s⁻¹. Their quotient is A² s⁴ kg⁻² m⁻², and since T = kg A⁻¹ s⁻², that is T⁻² m⁻². The result is therefore dimensionless.

**Which length?**

I take L as the depth of a melt with a solid bottom at z = 0 and a free surface at z = L. A channel between two solid plates, with the same drive throughout, is symmetric about its middle, where the velocity gradient vanishes just as it does at a stress-free surface. The depth therefore corresponds to half the gap of the channel. If your 0.1 m were a full gap and you used the half-gap convention, you would get Ha ≈ 194. State the convention along with the number.

**What Ha does to a flow**

Take the simplest model: steady horizontal flow u(z), driven by a uniform force per volume F, with E = 0. The forces balance when

μu″ − σB²u + F = 0, with u(0) = 0 and u′(L) = 0.

Define a length δ = √(μ/σ)/B, so that σB²/μ = 1/δ² and L/δ = Ha. Dividing the balance by μ gives

u″ − u/δ² = −F/μ.

A constant solution is U = Fδ²/μ = F/(σB²). To it we add solutions of u″ = u/δ², namely cosh((L−z)/δ) and sinh((L−z)/δ). The sinh has a nonzero slope at z = L, so the surface condition removes it. This leaves u = U + A cosh((L−z)/δ), and u(0) = 0 requires A = −U/cosh Ha. Hence

u(z) = (F/σB²) [1 − cosh(Ha(1 − z/L))/cosh Ha].

For Ha ≫ 1, the ratio of cosines hyperbolic near the bottom is close to exp(−z/δ). The melt then moves at nearly uniform speed F/(σB²), except in a thin layer at the solid wall, whose thickness is

δ = L/Ha = 0.1 m/387.3 ≈ 0.26 mm.

This gives Ha a direct picture: it is the number of wall-layer thicknesses that fit into the depth. The thickness itself does not depend on L.

Without a field, the balance is μu″ = −F. Integrating once with u′(L) = 0 gives u′ = (F/μ)(L − z). Integrating again with u(0) = 0 gives u = (F/μ)(Lz − z²/2). The surface speed is therefore FL²/(2μ). Dividing by the braked surface speed, which is F/(σB²) for large Ha, gives

braking factor = [FL²/(2μ)] × [σB²/F] = Ha²/2 ≈ 7.5×10⁴.

A finite-difference solution of the force balance, with 20,000 cells across the depth and the data above, gives the same factor. Taking the root of twice that factor returns Ha = 387.3.

**The current path matters**

Now suppose that the current cannot close freely, and that the net current across the flow must be zero. This is the situation in a wide channel whose side walls and bottom are all insulating. A conducting bottom would give the current a return path and bring the braking closer to the case E = 0. Charge collects at the sides and builds up a field E. It is uniform in z, because a steady E has no curl. Zero net current means that the depth average of σ(E − uB) vanishes:

E = B⟨u⟩.

The force balance becomes μu″ − σB²u + F + σBE = 0. This is the old problem with F replaced by a larger drive

F′ = F + σB²⟨u⟩.

To find ⟨u⟩, average the profile. The mean of cosh(Ha(1 − z/L)) over the depth is sinh(Ha)/Ha, so

⟨u⟩ = (F′/σB²)(1 − tanh(Ha)/Ha).

Insert this into the definition of F′:

F′ = F + F′ − F′ tanh(Ha)/Ha, and therefore F′ = F Ha/tanh Ha.

The surface speed is (F′/σB²)(1 − 1/cosh Ha). Dividing the field-free speed FL²/(2μ) by it, and using σB²L²/μ = Ha², gives

braking factor = (Ha tanh Ha)/[2(1 − 1/cosh Ha)].

For small Ha the numerator tends to Ha² and the denominator to 2 × Ha²/2, so the factor tends to 1, as it must when the field is switched off. For large Ha it tends to Ha/2 ≈ 194. At the same Ha and the same drive, the braking is thus 194-fold instead of 75,000-fold. In the core, E nearly cancels uB, so a given speed produces much less current, and much less braking, than with E = 0. The melt therefore moves faster, until the magnetic force σB(E − uB) in the core again balances the drive F. Ha alone does not fix the slowing, even in this simple model.

**Why neither factor applies to your crucible**

Both factors compare the braked flow with a field-free flow held back by viscosity alone. To see whether such a flow is realistic, take rough typical values for a silicon melt: density ρ = 2500 kg/m³, thermal expansion β = 10⁻⁴ K⁻¹ and a temperature difference ΔT = 20 K. The buoyant force per volume is

F = ρgβΔT ≈ 49 N/m³.

The viscous formula then gives a field-free speed

FL²/(2μ) = 49 × 0.01/(2 × 8×10⁻⁴) ≈ 306 m/s,

which is absurd for a melt 10 cm deep. Long before such a speed is reached, inertia limits the flow. Equating the inertial force ρu²/L with ρgβΔT gives a more sensible scale:

u₀ = √(gβΔT L) ≈ 44 mm/s.

With the field on, consider a closed loop of melt that rises on the hot side, crosses over, sinks on the cold side and returns. The weight difference between two columns of height L supplies a drive ρgβΔT L around the loop. The two horizontal legs, each of length about L, are braked by σB²u. Leaving out factors such as the 2 for the two legs,

u_B = ρgβΔT/(σB²) = 49/(1.2×10⁴) m/s ≈ 4.1 mm/s.

These scales differ by a factor of about 11. That is the fairer estimate of what 0.1 T does to the buoyant flow here, and as a ratio of two order-of-magnitude scales it could easily be off by a factor of two or more. Since gβΔT = u₀²/L, the ratio can be written as

u₀/u_B = σB²L/(ρu₀).

This compares magnetic braking with inertia, and the viscosity has dropped out. For a vigorous flow, this ratio is the number to look at: well above 1, it gives the rough size of the slowing, provided the currents can close as freely as assumed here; well below 1, the field slows the flow only a little. A large Ha tells you something else, namely that the viscous force is small outside layers near the boundaries. Those layers can still set the bulk speed: with zero net current the core speed is about FL²/(μ Ha) = FL/(B√(σμ)), which depends on the viscosity.

**Does the dopant now move by diffusion?**

No. Compare transport by flow with transport by diffusion through the Péclet number, uL/D. With a rough dopant diffusivity D = 2×10⁻⁸ m²/s and the braked speed,

Pe = (4.09×10⁻³ × 0.1)/(2×10⁻⁸) ≈ 2×10⁴.

Flow still dominates dopant transport through the bulk by a wide margin. In this estimate u_B falls as 1/B² with everything else held fixed, so Pe = 1 would need a field of

0.1 T × √(2.04×10⁴) ≈ 14 T.

u_B is only a scale. In a closed cell with a uniform horizontal temperature gradient ΔT/L, the braked core obeys σB² du/dz = ρgβΔT/L with no net flow. This gives u = u_B(z/L − 1/2), whose mean magnitude is u_B/4 and whose circulation per unit width is u_B L/8. Using these in place of u_B and u_B L lowers the field to about 7 T and 5 T. That is still far above 0.1 T.

This concerns transport over the whole depth. Next to the growing crystal there is a thin layer in which diffusion matters even in a stirred melt. A weaker flow can change that layer, and with it the dopant uptake, without making the bulk diffusive.

**How close is this to a real crucible?**

The conductivity and viscosity are representative of liquid silicon, and 0.1 T is a realistic, fairly modest field for Czochralski growth. A depth of 0.1 m suits a small or partly emptied crucible; large industrial melts can be deeper, and Ha grows in proportion. A viscosity 20% higher or lower, with the other inputs fixed, moves Ha to about 354 or 433, so the third digit of 387 has no physical weight.

The velocity estimate is less secure than Ha. Several effects were left out, and not all of them are small:

- **Surface tension.** It varies with temperature and pulls on the free surface. With a rough slope of 10⁻⁴ N/(m K), the stress is τ = 10⁻⁴ × 20/0.1 = 0.02 Pa. Set F = 0 and μu′(L) = τ in the model with E = 0. The solution is u = (τδ/μ) sinh(z/δ)/cosh Ha, with surface speed τδ/μ for large Ha. That is about 6.5 mm/s, more than the buoyant 4.1 mm/s, though confined to a layer of thickness δ. The speed and the layer thickness each fall as 1/B, so the volume carried per unit width, τδ²/μ = τ/(σB²), falls as 1/B², like the buoyant flow. Compared with the buoyant scale u_B L it is smaller by the factor τ/(ρgβΔT L) ≈ 0.004. Compared with the circulation u_B L/8 of a closed cell the ratio is about 0.03. With this slope the layer matters for the speed at the surface but adds little to transport through the bulk. The slope depends on the oxygen at the surface and can be several times larger; at 4×10⁻⁴ N/(m K) the ratio is about 0.13.
- **Crucible rotation.** At 5 revolutions per minute, Ω = 0.52 rad/s, and the Coriolis force relative to the magnetic brake is 2ρΩ/(σB²) ≈ 0.22. This is not negligible. It pushes radial flow sideways into azimuthal flow, whose currents are radial. These cannot close in rings around the axis, so how strongly that part of the motion is braked depends on how they return through the melt or the walls.
- **Inertia.** Relative to the magnetic force it is ρu/(σB²L), which is about 0.009 at the braked speed. Dropping it from the estimate of u_B in the core is consistent. The rising and sinking legs are different. They run along the field, are not braked directly, and narrow into side layers about L/√Ha ≈ 5 mm wide with speeds of order 10 mm/s. There inertia is comparable to the other forces.
- **Distortion of the field.** The induced current σuB produces a field of order μ₀σuBL, where μ₀ is the magnetic constant. Relative to B this is μ₀σuL ≈ 0.007, even at the field-free speed of 44 mm/s. Treating the applied field as fixed is justified.

There is also a solid boundary under the crystal, where the surface is not free. The melt there has a wall layer at the top as well as at the bottom, and in the half-gap convention the relevant length is half the depth.

So for the exercise, write Ha = BL√(σ/μ) ≈ 390 and say that L is the melt depth. For these data, it means that magnetic braking far outweighs viscosity in the bulk. It does not mean that the melt is at rest. The numerical output below lists the values used here.

Values computed for the example and the checks

```
Conductivity sigma: 1.20e+06 S/m
Viscosity mu: 8.0e-04 Pa s
Field B: 0.10 T
Melt depth L: 0.10 m
sigma/mu: 1.500e+09 S/(m Pa s)
sqrt(sigma/mu): 38729.8 1/(T m)
B times L: 0.010 T m
Hartmann number Ha: 387.3 (dimensionless)
Ha squared: 1.5e+05 (dimensionless)
Ha recovered from numerical flow: 387.3 (dimensionless)
Ha if 0.1 m is a full gap, half-gap used: 193.6
Wall-layer thickness L/Ha: 0.2582 mm
Wall-layer thickness from numerical flow: 0.2582 mm
Braking factor, E = 0, numerical: 7.5e+04
Ha^2/2: 7.5e+04
Braking factor, no net current, numerical: 193.7
Ha/2: 193.6
Rough silicon-melt values:
Density: 2500 kg/m^3
Thermal expansion: 1.0e-04 1/K
Temperature difference: 20 K
Dopant diffusivity: 2.0e-08 m^2/s
Surface-tension slope, magnitude: 1.0e-04 N/(m K)
Crucible rotation: 5 rpm
Buoyant force density: 49.0 N/m^3
Field-free viscous speed (unphysical): 306 m/s
Field-free inertial speed scale: 44.3 mm/s
Magnetically braked speed scale: 4.09 mm/s
Ratio of these two scales: 10.8
Dopant Peclet number, braked speed: 2.04e+04
Field for Peclet number one: 14.3 T
Neglected effects:
Inertia/magnetic force, braked speed: 0.0085
Inertia/magnetic force, inertial speed: 0.092
Coriolis/magnetic force: 0.218
Surface stress from tension gradient: 0.020 Pa
Surface speed from tension gradient: 6.45 mm/s
Magnetic Reynolds number, inertial speed: 0.0067
Wall-layer Reynolds number: 3.30
Ha with viscosity 20% higher: 353.6
Ha with viscosity 20% lower: 433.0
```
